# Trap-filled-limit voltage of a 100 nm low-k film

## Problem

A dielectric film of thickness $d=100$ nm and relative permittivity $k=2.5$ lies between two parallel metal plates. It contains $N=10^{17}$ deep electron traps per cm$^3$, spread uniformly and initially empty. One plate, the cathode, can inject electrons into the film.

As electrons enter, the traps capture them and the film charges negatively. This charge repels further electrons, so a positive voltage on the anode is needed to hold it without pushing electrons back towards the cathode. The *trap-filled-limit voltage* $V_{\rm TFL}$ is the bias at which three conditions hold together:

- every trap holds one electron;
- the free electrons contribute negligible charge;
- the electric field at the cathode is zero.

Find $V_{\rm TFL}$, first by scaling and then by solving for the field. What happens to the current near this voltage, and when would a real film fail to show it?

**Assumptions.** A trap is neutral when empty and carries charge $-q$ when full, where $q>0$ is the elementary charge. There is no other fixed charge, and only electrons move. The plates are wide, so averaged quantities depend only on the distance $x$ from the cathode. The contact-potential difference between the plates is left out; it would shift the applied voltage by a constant.

The word "empty" matters. Only electrons added to the film change its charge. If some traps were already full and their charge was balanced by fixed positive charge, $N$ would have to be replaced by the density of traps still empty.

## First estimate by scaling

The full traps hold a charge per unit area of magnitude

$$Q=qNd .$$

With $N=10^{23}$ m$^{-3}$ and $d=10^{-7}$ m,

$$Q=(1.602\times10^{-19})(10^{23})(10^{-7})
=1.602\times10^{-3}\ \text{C/m}^2 ,$$

which is $0.160\ \mu$C/cm$^2$.

The natural capacitance per unit area is that of the two plates, $C=k\varepsilon_0/d$. Charge divided by capacitance gives a voltage scale:

$$V_{\rm scale}=\frac{Q}{C}=\frac{qNd^2}{k\varepsilon_0}.$$

One factor of $d$ comes from the amount of charge and the other from the distance over which its field acts. The numbers are

$$V_{\rm scale}=
\frac{(1.602\times10^{-19})(10^{23})(10^{-14})}
{(2.5)(8.854\times10^{-12})}\ \text{V}
=7.24\ \text{V}.$$

The estimate fixes the dependence on $N$, $d$ and $k$, but not the numerical factor. It treats the charge as if it all sat on a capacitor plate, whereas the trapped charge is spread through the film.

## Solution for the field

Let $\phi(x)$ be the electrostatic potential, with $\phi(0)=0$ at the cathode and $\phi(d)=V$ at the anode. It is convenient to define

$$F(x)=\frac{d\phi}{dx}.$$

This is minus the usual electric-field component along $x$. Since electrons are negative, positive $F$ drives them towards the anode.

Poisson's equation is $d^2\phi/dx^2=-\rho/(k\varepsilon_0)$. Full traps give $\rho=-qN$, and the two minus signs cancel:

$$\frac{dF}{dx}=\frac{qN}{k\varepsilon_0}.$$

The right-hand side is constant. Integrating from the cathode, where $F(0)=0$ by definition of the limit, gives

$$F(x)=\frac{qN}{k\varepsilon_0}\,x .$$

The voltage is the integral of this field across the film:

$$V_{\rm TFL}=\int_0^d F(x)\,dx
=\frac{qN}{k\varepsilon_0}\int_0^d x\,dx
=\frac{qN}{k\varepsilon_0}\,\frac{d^2}{2}.$$

Therefore

$$\boxed{V_{\rm TFL}=\frac{qNd^2}{2k\varepsilon_0}}$$

and, for the given film,

$$V_{\rm TFL}=\frac{7.238\ \text{V}}{2}=3.619\ \text{V}\approx3.6\ \text{V}.$$

A finite-difference solution of Poisson's equation for the same film, with the bias adjusted until the cathode field vanishes, also gives 3.619 V.

The mean field is $V_{\rm TFL}/d=0.362$ MV/cm. The field rises linearly from zero, so its value at the anode is twice the mean, $0.724$ MV/cm. Neither trap depth nor electron mobility appears in the result. They help decide whether the traps fill and how much current flows, but not the voltage associated with a given trapped charge.

## Comparison of the two results

The scaling estimate is too large by a factor of two. To see why, divide the trapped charge into thin sheets. A sheet at $x$ with thickness $dx$ has charge $qN\,dx$ per unit area. Because the cathode field is zero, no field lines end on the cathode, and the whole field of the sheet lies between the sheet and the anode. That field has magnitude $qN\,dx/(k\varepsilon_0)$ and acts over the distance $d-x$. The sheet therefore contributes

$$dV=\frac{qN\,dx}{k\varepsilon_0}(d-x).$$

Adding the sheets gives

$$V_{\rm TFL}=\frac{qN}{k\varepsilon_0}\left(d^2-\frac{d^2}{2}\right)
=\frac{Q}{k\varepsilon_0}\,\frac d2 .$$

The average distance from trapped charge to anode is $d/2$, while the scaling estimate used $d$. The estimate would be right if all the charge lay next to the cathode.

This also shows what happens when traps are not uniform. Suppose the same total charge $Q$ is spread evenly over half the film. If that half adjoins the cathode, the mean distance to the anode is $3d/4$ and the voltage is $\tfrac34V_{\rm scale}=5.4$ V. If it adjoins the anode, the mean distance is $d/4$ and the voltage is $\tfrac14V_{\rm scale}=1.8$ V. Exchanging the roles of the two electrodes exchanges these values, provided both can inject. A trap density inferred from one voltage thus depends on the assumed trap profile.

## Full traps at other voltages

Now keep all the traps full but let the bias $V$ differ from $V_{\rm TFL}$. The cathode field is no longer zero, and integration of Poisson's equation gives

$$F(x)=F(0)+\frac{qN}{k\varepsilon_0}x .$$

Integrating once more across the film,

$$V=F(0)d+\frac{qNd^2}{2k\varepsilon_0}=F(0)d+V_{\rm TFL},$$

so that

$$F(0)=\frac{V-V_{\rm TFL}}{d}.$$

Below $V_{\rm TFL}$ this is negative: the trapped charge pushes electrons near the cathode back into it. To find the resulting barrier, integrate $F$ from 0 to $x$ and use $qN/(2k\varepsilon_0)=V_{\rm TFL}/d^2$:

$$\phi(x)=-(V_{\rm TFL}-V)\frac{x}{d}+V_{\rm TFL}\frac{x^2}{d^2}.$$

An electron has potential energy $-q\phi$, so the top of its barrier is where $\phi$ is lowest. Setting $d\phi/dx=0$ gives

$$x_{\rm m}=\frac d2\left(1-\frac{V}{V_{\rm TFL}}\right).$$

Write $s=1-V/V_{\rm TFL}$, so $x_{\rm m}/d=s/2$ and $V_{\rm TFL}-V=sV_{\rm TFL}$. Substitution gives

$$\phi(x_{\rm m})=-\frac{s^2}{2}V_{\rm TFL}+\frac{s^2}{4}V_{\rm TFL}
=-\frac{s^2}{4}V_{\rm TFL}.$$

The barrier height, for $0\le V\le V_{\rm TFL}$, is therefore

$$B=\frac{qV_{\rm TFL}}{4}\left(1-\frac{V}{V_{\rm TFL}}\right)^2 .$$

For this film $B$ is 0.905 eV at zero bias, 0.226 eV at half of $V_{\rm TFL}$ and 0.009 eV at nine tenths of it. It vanishes at $V_{\rm TFL}$. This gives the limit a second meaning: it is the bias that just removes the barrier made by the full traps.

## The current near the limit

Consider first a steady model in which electrons move by drift alone and the cathode supplies them so freely that $F(0)=0$ at every current. If $n$ is the free-electron density and $\mu$ the mobility, the magnitude of the current density is

$$J=q\mu nF .$$

Let $f$ be the fraction of traps that are full. Capture is proportional to $n(1-f)$ and release to $f$. In a steady state they balance, which can be written $n(1-f)=n_1f$, where $n_1$ is the free density at which half the traps are full. Solving for $f$,

$$f=\frac{n}{n+n_1}.$$

For traps at depth $E_t$ below the conduction band, thermal equilibrium gives $n_1=N_c\,e^{-E_t/k_BT}$, with $N_c$ the effective band density and any degeneracy factor absorbed in it. Rough values $E_t=1.0$ eV and $N_c=10^{19}$ cm$^{-3}$ at 300 K, where $k_BT=0.02585$ eV, give $n_1\approx160$ cm$^{-3}$. Poisson's equation becomes

$$\frac{dF}{dx}=\frac{q}{k\varepsilon_0}\left(n+N\frac{n}{n+n_1}\right).$$

When $n_1\ll n\ll N$ through almost all the film, the bracket is close to $N$. The voltage is then close to $V_{\rm TFL}$, whatever the value of $n$ within this wide range. The current can grow by many decades while the voltage hardly changes.

The size of the jump between $0.9V_{\rm TFL}$ and $1.1V_{\rm TFL}$ can be estimated. Suppose, for simplicity, that the charge stays uniform. At the lower voltage a tenth of the trapped charge is then missing, so $1-f=n_1/(n+n_1)\approx0.1$ and $n\approx9n_1$. At the higher voltage the extra charge must be free, so $n\approx0.1N$. In the drift model the charge is not quite uniform: about 14% of the trapped charge is missing at the lower voltage, mostly near the anode where it affects the voltage least, and the free density at the higher voltage averages about $0.06N$. These differences hardly matter for a ratio of many decades. The ratio of free densities is

$$\frac{0.1N}{9n_1}\approx\frac{10^{16}}{9\times160}\approx7\times10^{12},$$

or nearly 13 decades. The field changes much less. Numerical integration of the drift model gives a current jump of 12.5 decades, in fair agreement with this estimate based on averages.

**Diffusion changes this picture.** The drift model does not let electrons climb a barrier, but thermal motion does. For the barrier of the full traps alone, the Boltzmann factor $e^{-B/k_BT}$ reduces the electron density at the barrier top by about $6\times10^3$ at half of $V_{\rm TFL}$ and by only 1.4 at nine tenths.

A contact that supplies electrons very freely adds to this barrier, because the electrons crowded next to it also repel others. With $10^{19}$ free electrons per cm$^3$ at both plates, solving for drift, diffusion and trap filling together gives Boltzmann reductions of about $3\times10^4$ and 90 instead, and a barrier of about 0.1 eV remains at $V_{\rm TFL}$. The sharp step is gone: between $0.9V_{\rm TFL}$ and $1.1V_{\rm TFL}$ the current grows by a factor of about 2.6, not by 12 decades. The steep rise has moved to lower bias and spread out as the barrier falls: the current grows by about 11 decades between $0.1V_{\rm TFL}$ and $V_{\rm TFL}$, about 8 of them below $0.5V_{\rm TFL}$.

Diffusion may even fill the traps before a voltage is applied. Let both plates be contacts whose Fermi level meets the conduction-band edge of the film. With full traps, no bias and the free electrons left out, the band edge at mid-film is 0.905 eV above the Fermi level. The trap level is 1.0 eV below that edge, hence 0.095 eV below the Fermi level, and its occupation is

$$\frac{1}{1+e^{-0.095/0.02585}}\approx0.975 .$$

The assumption of nearly full traps is thus consistent with itself. Including the free electrons near the plates raises the band edge at mid-film slightly, to about 0.92 eV, and lowers the occupation there to about 0.96. In such a film, "initially empty" describes the state before electrons have had time to enter, not the final equilibrium. The voltage of 3.6 V keeps its electrostatic meaning, but it need not appear as a sharp step in a slowly measured current.

## Conditions in a real film

A permittivity of 2.5 is typical of porous organosilicate dielectrics. A thickness of 100 nm suits a test film, though it is larger than the narrowest insulating gaps in advanced interconnects. The trap density depends on how the film was made and treated, and $10^{17}$ cm$^{-3}$ is a given of the problem, not a material constant. The anode field of 0.724 MV/cm is about seven times below a rough breakdown field of 5 MV/cm, so breakdown does not by itself rule out the calculated state.

One assumption that can fail badly is the injecting cathode. Suppose the metal faces a contact barrier of roughly 3 eV and electrons must tunnel through it. For a triangular barrier, a tunnelling mass of half the electron mass and cold emission without image-force lowering, a current of 1 nA/cm$^2$ requires a cathode field of about 6.5 MV/cm. Across 100 nm, such a field corresponds to about 65 V. The 3.6 V of the full traps cannot simply be added, because at this field traps 1 eV deep lose electrons by tunnelling far faster than so small a current can refill them. The field needed also exceeds the rough breakdown value. With such a contact, direct tunnelling could not supply this current safely, and 3.6 V would not mark its onset. Injection through defects near the contact could alter this conclusion; it is not included here.

**Time and temperature** matter too. If electrons enter from the cathode at 1 nA/cm$^2$ and every one is captured and kept, filling the traps takes

$$t=\frac{Q}{J}=\frac{1.602\times10^{-7}\ \text{C/cm}^2}{10^{-9}\ \text{A/cm}^2}\approx160\ \text{s}.$$

A voltage sweep much faster than this, at that current, cannot reach the full-trap state. Electrons also escape thermally. With a rough attempt rate $\nu=10^{13}$ s$^{-1}$, the release time without a field, $\nu^{-1}e^{E_t/k_BT}$, is about 6300 s at 300 K but 0.46 s at 398 K. At the higher temperature release is much faster than filling at this current, so the traps stay full only if released electrons are recaptured often enough. If the effect of the field on capture and release is left out, the condition is still $n\gg n_1$, with $n_1$ evaluated at the higher temperature.

For these neutral traps, direct tunnelling from the trap level into the conduction band is far slower. At the anode field, the largest in the film at $V_{\rm TFL}$, the tunnelling probability is about $e^{-66.7}\approx10^{-29}$ per attempt, or roughly $10^{-16}$ per second at the same attempt rate. But heat and tunnelling can act together: an electron gains part of the energy thermally, then tunnels through the thinner upper part of the barrier. With a tunnelling mass of half the electron mass, a one-dimensional semiclassical estimate, for escape along the field, shortens the release time at 300 K to about 900 s at mid-film and 100 s at the anode; a crude average over escape directions gives about 3000 s and 900 s instead. All these times scale as $1/\nu$. Detailed balance, $\nu=\sigma v_{\rm th}N_c$, links $\nu=10^{13}$ s$^{-1}$ to a capture cross-section $\sigma\approx6\times10^{-14}$ cm$^2$, which is large for a neutral trap; with $\sigma=10^{-15}$ cm$^2$ the times are about 60 times longer. Near the anode, release competes with filling at 1 nA/cm$^2$ at room temperature only at the fast end of these estimates. Traps within a few nanometres of a plate can also lose electrons directly to the metal if it has empty states at the trap energy.

Traps that are positive when empty behave differently, because an escaping electron is attracted back by a Coulomb force. The field lowers the escape barrier by the Poole–Frenkel amount,

$$\Delta E=q\sqrt{\frac{qF}{\pi k_{\rm opt}\varepsilon_0}} .$$

With a rough optical permittivity $k_{\rm opt}=2.0$, this is 0.46 eV at the anode, nearly half the trap depth. If fixed negative charge makes the empty film neutral, filling such traps adds the same charge as before and the formula for $V_{\rm TFL}$ is unchanged. Keeping them full is much harder.

Finally, the mean trap spacing $N^{-1/3}$ is 21.5 nm, so fewer than five spacings fit across the film. The uniform charge density describes an average over the wide plates. Poisson's equation is linear, so the averaged potential obeys the one-dimensional equation used above, while the local potential varies from place to place. For randomly placed full traps the rms variation at mid-film is about 0.1 V, as large as the 0.095 eV margin behind the zero-bias occupation found above. Occupation depends nonlinearly on the local potential, so that occupation, and barriers of 0.1 eV or less, are mean-field values only. The result of 3.6 V belongs to that average. The remaining digits are in the numerical output, but the rough knowledge of a real trap density would not justify using them.

## Computed values

```
Film thickness: 100 nm
Relative permittivity: 2.5
Trap density: 1.0e+17 cm^-3
Elementary charge: 1.6022e-19 C
Vacuum permittivity: 8.8542e-12 F/m
V_TFL, formula: 3.619 V
V_TFL, Poisson solution: 3.619 V
V_TFL, sum of charge sheets: 3.619 V
V_TFL, drift model: 3.619 V
Wrong estimate Q/C: 7.238 V
Mean field at V_TFL: 0.362 MV/cm
Anode field at V_TFL: 0.724 MV/cm
Trapped charge per area: 0.1602 uC/cm^2
Temperature: 300 K
Thermal energy: 0.02585 eV
Trap depth (rough): 1.0 eV
Band density (rough): 1.0e+19 cm^-3
Half-filling free density: 158.8 cm^-3
Drift-only jump, 0.9 to 1.1 V_TFL: 12.5 decades
Barrier at 0.0 V_TFL: 0.9048 eV
  Boltzmann suppression: 1.58e+15 times
Barrier at 0.5 V_TFL: 0.2262 eV
  Boltzmann suppression: 6.31e+03 times
Barrier at 0.9 V_TFL: 0.0090 eV
  Boltzmann suppression: 1.42e+00 times
Mid-film filling at zero bias, ideal contact: 0.975
Breakdown field (rough): 5.0 MV/cm
Breakdown / anode field: 6.9
Tunnelling mass (rough): 0.5 electron masses
Trap tunnelling exponent at anode: 66.7
Optical permittivity (rough): 2.0
Poole-Frenkel lowering at anode: 0.457 eV
Mean trap spacing: 21.5 nm
Attempt rate (rough): 1.0e+13 1/s
Release time at 300 K: 6.30e+03 s
Release time at 398 K: 4.60e-01 s
Supply current: 1.0 nA/cm^2
Shortest filling time at that current: 160 s
Contact barrier (rough): 3.0 eV
Cathode field for that current: 6.55 MV/cm
Extra voltage for that field: 65.5 V
```
